\section*{Closed-form quantum point-contact current with asymmetric voltage division, part 1}

(Sections cited here and not found follow in the second part.)

\section{The barrier and its transmission}

\subsection{Definitions and conventions}

Hartree atomic units are used: $\hbar=e=m_e=1$. Energies are in hartree and lengths in bohr, and a bias $V$ has the same numerical value as the energy $eV$. The electron mass in the constriction is the free mass unless stated otherwise.

A conducting filament joins two electron reservoirs, the source on the left ($x<0$) and the drain on the right ($x>0$). At its narrowest place the filament confines the electrons laterally. The energy of the lowest transverse mode rises there and acts as a potential barrier for motion along $x$. The barrier is modelled by
\begin{equation}
U(x)=\Phi\left(1-\frac{4x^2}{t^2}\right),\qquad \Phi>0 .
\label{eq:barrier}
\end{equation}
The zero of energy is the common Fermi level at zero bias. Thus $\Phi$ is the height of the barrier top above the equilibrium Fermi level, and $t$ is the barrier thickness at that level, since $U(\pm t/2)=0$.

Under bias the Fermi levels of the reservoirs are
\begin{equation}
\mu_S=\beta V,\qquad \mu_D=-(1-\beta)V,\qquad 0\le\beta\le1,
\label{eq:levels}
\end{equation}
so that $\mu_S-\mu_D=V$. The barrier top stays at $\Phi$ on this energy scale. The number $\beta$ is the fraction of the bias that is dropped between the source and the barrier top, and $1-\beta$ is dropped between the top and the drain. The value of $\beta$ is taken to be the same at every bias of either sign; in a real contact it can change as charge rearranges. The bias is positive when the source has the higher electron energy. The current $I$ is positive when electrons flow from source to drain; the conventional electric current then runs from drain to source.

Four physical assumptions enter. Electrons cross the constriction coherently and independently of each other. The reservoirs absorb every electron that reaches them. The constriction carries $N$ identical channels that do not mix, each with two spin states. The voltage drops lie outside the barrier, so that the bias moves the Fermi levels but leaves the shape of $U(x)$ unchanged. For this the drops must be gradual and lie well beyond $\pm t/2$, where the parabola has already fallen far below the energies that carry current. For the worked example, drops about 2 bohr wide centred at $|x|=11$ bohr change the currents at $V=0.04$ and $0.10$ hartree by about $+30$ and $-20$ per cent, and at the larger bias the raised source flank rises above $\Phi$; wider drops centred at $|x|=18$ bohr or beyond change them by well under one per cent. The last assumption is relaxed in Section~\ref{sec:field}.

The bias $V$ is the difference between the Fermi levels of the two reservoirs next to the constriction. If a resistance $R_s$ lies in series with it, the applied voltage is $V+R_sI$, and $V$ has to be found from that relation.

\subsection{Curvature, thickness and the parameter \texorpdfstring{$\alpha$}{alpha}}

An inverted parabola is described by its height and a frequency $\omega$,
\begin{equation}
U(x)=\Phi-\tfrac12\omega^2x^2 .
\label{eq:parabola}
\end{equation}
Comparison with Eq.~\eqref{eq:barrier} gives $\omega^2/2=4\Phi/t^2$, hence
\begin{equation}
\omega=\frac{2}{t}\sqrt{2\Phi},\qquad
\alpha\equiv\frac{2\pi}{\omega}=\frac{\pi t}{\sqrt{2\Phi}} .
\label{eq:alpha}
\end{equation}
The parameter $\alpha$ is an inverse energy. Its meaning follows from the tunnelling action at an energy $E<\Phi$,
\begin{equation}
S(E)=2\int_{-x_E}^{x_E}\sqrt{2\,[U(x)-E]}\,dx,\qquad
x_E=\frac{\sqrt{2(\Phi-E)}}{\omega},
\end{equation}
where $\pm x_E$ are the points at which $U=E$. From Eq.~\eqref{eq:parabola}, $2[U(x)-E]=\omega^2(x_E^2-x^2)$. The integral of $\sqrt{x_E^2-x^2}$ is the area $\pi x_E^2/2$ of a half disc, so
\begin{equation}
S(E)=2\omega\,\frac{\pi x_E^2}{2}=\pi\omega\,\frac{2(\Phi-E)}{\omega^2}
=\alpha(\Phi-E).
\label{eq:action}
\end{equation}
For this shape the action is linear in energy, and $\alpha$ is the rate at which it falls as the energy rises.

The worked example takes round model parameters, which are not fitted to a particular device: $\Phi=0.04$ hartree, $t=20$ bohr, $\beta=0.8$ and $N=1$. They give
\begin{align}
\omega&=\frac{2}{20}\sqrt{0.08}=0.02828\ \text{hartree},\\
\alpha&=\frac{2\pi}{0.02828}=222.1\ \text{hartree}^{-1},\qquad \alpha\Phi=8.886 .
\end{align}

\subsection{The scaled wave equation}

In one channel the wave function obeys $-\frac12\psi''(x)+U(x)\psi=E\psi$. Introduce
\begin{equation}
\xi=\sqrt{\omega}\,x,\qquad \varepsilon=\frac{E-\Phi}{\omega}.
\end{equation}
The second derivative acquires a factor $\omega$, and $\omega^2x^2=\omega\xi^2$. The equation becomes
\begin{equation}
-\frac{\omega}{2}\frac{d^2\psi}{d\xi^2}-\frac{\omega}{2}\xi^2\psi=(E-\Phi)\psi .
\end{equation}
Multiplication by $-2/\omega$ gives
\begin{equation}
\frac{d^2\psi}{d\xi^2}+(\xi^2+2\varepsilon)\psi=0 .
\label{eq:weber}
\end{equation}
For an effective mass $m$ the parabola is $\Phi-\frac12m\omega^2x^2$. The choice $\xi=\sqrt{m\omega}\,x$ then leads to the same equation, with $\omega=(2/t)\sqrt{2\Phi/m}$ and $\alpha=\pi t\sqrt{m/(2\Phi)}$.

Write $\psi=e^{-i\xi^2/2}g(\xi)$. Differentiating twice,
\begin{align}
\psi'&=e^{-i\xi^2/2}(g'-i\xi g),\\
\psi''&=e^{-i\xi^2/2}(g''-2i\xi g'-ig-\xi^2g).
\end{align}
The terms with $\xi^2g$ cancel in Eq.~\eqref{eq:weber}, which leaves
\begin{equation}
g''-2i\xi g'+(2\varepsilon-i)g=0 .
\label{eq:g}
\end{equation}
The coefficients are now at most linear in $\xi$, so a Fourier-type integral reduces the problem to a first-order equation.

\subsection{An integral solution}

Try
\begin{equation}
g(\xi)=\int_C w(s)\,e^{is\xi}\,ds,
\end{equation}
where $C$ is the ray $s=re^{-i\pi/4}$, $0<r<\infty$. The first term of Eq.~\eqref{eq:g} multiplies $w$ by $-s^2$. In the second term, $g'$ brings down $is$, so that $-2i\xi g'=2\int_C s\,w\,\xi e^{is\xi}ds$. Since $\xi e^{is\xi}=-i\,d(e^{is\xi})/ds$, integration by parts gives
\begin{equation}
-2i\xi g'=-2i\Big[s\,w\,e^{is\xi}\Big]_C+2i\int_C(sw)'e^{is\xi}\,ds .
\end{equation}
If the boundary term vanishes, Eq.~\eqref{eq:g} is satisfied when
\begin{equation}
-s^2w+2i(w+sw')+(2\varepsilon-i)w=0 .
\end{equation}
Solving for $w'$,
\begin{equation}
\frac{w'}{w}=\frac{s^2-i-2\varepsilon}{2is}
=-\frac{is}{2}-\frac{1}{2s}+\frac{i\varepsilon}{s},
\end{equation}
and integrating,
\begin{equation}
w(s)=s^{a-1}e^{-is^2/4},\qquad a=\tfrac12+i\varepsilon .
\label{eq:w}
\end{equation}
On $C$ one has $s^2=-ir^2$, so $e^{-is^2/4}=e^{-r^2/4}$. This Gaussian overcomes the growth of $e^{is\xi}$, which is at most exponential in $r$. At the origin $sw$ behaves as $s^{1/2+i\varepsilon}$ and goes to zero. The boundary term therefore vanishes at both ends, and
\begin{equation}
\psi(\xi)=e^{-i\xi^2/2}\int_C s^{a-1}e^{-is^2/4+is\xi}\,ds
\label{eq:solution}
\end{equation}
solves Eq.~\eqref{eq:weber} for every real $\xi$.

\subsection{Behaviour far from the barrier}

\paragraph{Left side.} Let $\xi=-X$ with $X\to\infty$. On $C$ the modulus of $e^{-isX}$ is $e^{-rX/\sqrt2}$, so the integral comes from $r$ of order $1/X$. There the Gaussian differs from 1 by terms of order $1/X^2$ and may be replaced by 1. The remaining integral is evaluated by turning the ray to $s=-i\rho$, through directions in which the integrand decays:
\begin{equation}
\int s^{a-1}e^{-isX}ds=e^{-i\pi a/2}\int_0^\infty\rho^{a-1}e^{-\rho X}d\rho
=e^{-i\pi a/2}\,\Gamma(a)X^{-a}.
\end{equation}
Hence
\begin{equation}
\psi\to\Gamma(a)e^{-i\pi a/2}|\xi|^{-a}e^{-i\xi^2/2},\qquad \xi\to-\infty .
\label{eq:left}
\end{equation}

\paragraph{Right side.} Let $\xi=X\to\infty$. Now $e^{isX}$ grows on $C$, and the contour is deformed. The factor $e^{-is^2/4}$ decays along the directions $e^{-i\pi/4}$ and $e^{3i\pi/4}$. The ray $C$ can therefore be replaced by two pieces joined at infinity. The first, $C_1$, is the ray from $0$ along $e^{3i\pi/4}$. The second, $C_2$, is the straight line $s=2X+re^{-i\pi/4}$ with $r$ running from $-\infty$ to $\infty$. The line passes above the branch point $s=0$, and the cut of $s^{a-1}$ is placed in the lower left quadrant, where no part of the contour moves.

On $C_1$ the modulus of $e^{isX}$ is again $e^{-rX/\sqrt2}$. The argument used on the left applies, with the ray now turned to $s=i\rho$, and gives $\Gamma(a)e^{i\pi a/2}X^{-a}$.

On $C_2$ complete the square:
\begin{equation}
-\frac{is^2}{4}+isX=-\frac i4(s-2X)^2+iX^2=-\frac{r^2}{4}+iX^2 .
\end{equation}
The slowly varying factor $s^{a-1}$ may be taken at $s=2X$ for large $X$. With $ds=e^{-i\pi/4}dr$ and $\int e^{-r^2/4}dr=2\sqrt\pi$, the line contributes $2\sqrt\pi\,e^{-i\pi/4}(2X)^{a-1}e^{iX^2}$. Adding both pieces and multiplying by $e^{-iX^2/2}$,
\begin{equation}
\psi\to\Gamma(a)e^{i\pi a/2}\xi^{-a}e^{-i\xi^2/2}
+2\sqrt\pi\,e^{-i\pi/4}(2\xi)^{a-1}e^{i\xi^2/2},\quad \xi\to\infty .
\label{eq:right}
\end{equation}

\subsection{Fluxes and transmission}

The phase $\pm\xi^2/2$ has the local wave number $\pm\xi$. A wave $e^{-i\xi^2/2}$ therefore moves to the right where $\xi<0$ and to the left where $\xi>0$. The solution $\psi$ has a single wave on the left side, and this wave moves towards the barrier. The complex conjugate $\psi^*$ also solves Eq.~\eqref{eq:weber}, whose coefficients are real, and all its waves are reversed. On the left it has only a wave that leaves the barrier. On the right it has an incident wave, from the second term of Eq.~\eqref{eq:right}, and a reflected wave, from the first. It is the scattering state for an electron that arrives from the right.

The flux of one wave is $|\xi|$ times its squared modulus, up to a common constant. Since $i\pi a/2=i\pi/4-\pi\varepsilon/2$, the moduli are $|e^{\mp i\pi a/2}|^2=e^{\pm\pi\varepsilon}$. The three fluxes are
\begin{align}
\text{transmitted:}&\quad |\Gamma(a)|^2e^{\pi\varepsilon},\\
\text{reflected:}&\quad |\Gamma(a)|^2e^{-\pi\varepsilon},\\
\text{incident:}&\quad 4\pi\,|\xi|\,\frac{1}{2|\xi|}=2\pi .
\end{align}
The ratio of the first two does not contain the gamma function:
\begin{equation}
\frac{R}{T}=e^{-2\pi\varepsilon}.
\label{eq:ratio}
\end{equation}
For a real potential $\mathrm{Im}(\psi^*\psi')$ does not depend on position. On the right the incident and reflected waves interfere, but their two leading cross terms in $\psi^*\psi'$ are complex conjugates of each other. Their sum is real and adds nothing to the flux as $\xi\to\infty$. Incident flux thus equals reflected plus transmitted flux, $R+T=1$. With Eq.~\eqref{eq:ratio}, $T(1+e^{-2\pi\varepsilon})=1$. Since $2\pi\varepsilon=\alpha(E-\Phi)$,
\begin{equation}
T(E)=\frac{1}{1+e^{-\alpha(E-\Phi)}} .
\label{eq:T}
\end{equation}
The barrier is symmetric under $x\to-x$, so an electron from the left has the same transmission.

Equation~\eqref{eq:T} holds below, at and above the top of the parabola. At $E=\Phi$ it gives one half. Far below, $T\to e^{-\alpha(\Phi-E)}=e^{-S(E)}$, the exponential of the action in Eq.~\eqref{eq:action}. Far above, the reflection $1-T$ falls as $e^{-\alpha(E-\Phi)}$. The passage from tunnelling to open conduction has a width of a few times $1/\alpha$. At a given height $\Phi$, a thin barrier has a small $\alpha$ and a gradual passage, and a thick one has a sharp threshold.

For the example, the transmission at the equilibrium Fermi level is
\begin{equation}
T_0\equiv T(0)=\frac{1}{1+e^{8.886}}=1.383\times10^{-4}.
\end{equation}

A real constriction does not follow a parabola to infinite depth. Equation~\eqref{eq:T} can be used for it if the parabolic form continues well past the turning points $\pm x_E$ of the energies that carry current, and if the potential then levels off smoothly enough to cause little further reflection. The distance between the turning points is $t\sqrt{1-E/\Phi}$, which exceeds $t$ for energies below the equilibrium Fermi level.

\section{The current, its limits and its use}

\subsection{Symbols and results carried over}

The barrier has height $\Phi$ above the equilibrium Fermi level, thickness $t$ at that level and curvature frequency $\omega=(2/t)\sqrt{2\Phi}$. Its transmission is
\begin{equation}
T(E)=\frac{1}{1+e^{-\alpha(E-\Phi)}},\qquad \alpha=\frac{2\pi}{\omega}=\frac{\pi t}{\sqrt{2\Phi}} .
\label{eq:T2}
\end{equation}
The source and drain levels are $\mu_S=\beta V$ and $\mu_D=-(1-\beta)V$, and $N$ is the number of spin-degenerate channels. The example has $\Phi=0.04$ hartree, $t=20$ bohr, $\beta=0.8$, $N=1$, $\alpha=222.1$ hartree$^{-1}$ and $T_0=T(0)=1.383\times10^{-4}$.

This part has derived the transmission $T(E)$ of a parabolic barrier, which holds below, at and above the barrier top. It remains to obtain the current from it, with its limits at small and high bias, and to examine the effects of temperature and of a voltage drop inside the barrier.

All numerical values are calculated from the stated model.
